# Stretched H₂: a Vanishing Exact Kohn-Sham Gap

Suppose the band-gap problem were due to approximate functionals alone. Then the exact functional would give a Kohn-Sham eigenvalue gap equal to the fundamental gap $I-A$. Stretched H₂ contradicts this. As the proton separation $R$ grows, the exact Kohn-Sham gap goes to zero, while $I-A$ tends to about 0.472 hartree. The whole difference is a constant jump of the exchange-correlation potential at electron number two, the derivative discontinuity $\Delta_{xc}$.

## The counter-example

The protons are fixed, the electrons are nonrelativistic, and $E(N)$ is the ground-state energy with $N$ electrons. For the molecule with two electrons,

$$I=E(1)-E(2),\qquad A=E(2)-E(3).$$

The proton repulsion cancels in both differences. The Kohn-Sham gap is $g=\varepsilon_L-\varepsilon_H$, where $\varepsilon_H$ and $\varepsilon_L$ are the highest occupied and lowest unoccupied eigenvalues. One potential $v_s$ acts on both spins, and it vanishes at infinity.

### The gap follows from the density

In the singlet ground state both electrons occupy one positive orbital $\varphi$. Hence $n=2\varphi^2$ and $\varphi=\sqrt{n/2}$. Solving the Kohn-Sham equation for the potential gives

$$v_s=\varepsilon_H+\frac{\hbar^2}{2m}\frac{\nabla^2\varphi}{\varphi}.$$

Write another orbital as $f\varphi$, with $f$ real, and let $h_s=-\hbar^2\nabla^2/2m+v_s$. Since

$$\nabla^2(f\varphi)=f\nabla^2\varphi+2\nabla f\cdot\nabla\varphi+\varphi\nabla^2 f,$$

the first term cancels against $v_s-\varepsilon_H$, and the other two combine:

$$(h_s-\varepsilon_H)f\varphi=-\frac{\hbar^2}{2m}\,\frac{1}{\varphi}\nabla\cdot(\varphi^2\nabla f).$$

Multiply by $f\varphi$ and integrate by parts. The surface term vanishes because $\varphi$ decays. After division by the norm $\int f^2\varphi^2\,d^3r$, the factor $1/2$ in $\varphi^2=n/2$ drops out, and the energy of $f\varphi$ above $\varepsilon_H$ is

$$\frac{\hbar^2}{2m}\,\frac{\int n|\nabla f|^2\,d^3r}{\int n f^2\,d^3r}.$$

If $f$ is odd under reflection in the midplane, $f\varphi$ is orthogonal to the even orbital $\varphi$. By the variational principle, every odd $f$ then gives an upper bound on $g$. The minimum over odd $f$ is $g$ itself when the lowest unoccupied orbital is odd. This is the case at large $R$: the two equal wells share a pair of nearly degenerate levels, one even and one odd, and the next atomic level lies a finite energy higher.

### The gap closes

Let $z=0$ be the midplane. Choose $f=-1$ for $z<-L/2$, $f=2z/L$ inside the slab $|z|<L/2$, and $f=1$ for $z>L/2$. Then $|\nabla f|^2=4/L^2$ inside the slab and zero outside. If the slab holds $N_s$ electrons, the numerator integral is $4N_s/L^2$. The denominator is at least $2-N_s$, the number of electrons outside. Therefore

$$0<g\le\frac{\hbar^2}{2m}\frac{4}{L^2}\frac{N_s}{2-N_s}=\frac{2\hbar^2}{mL^2}\frac{N_s}{2-N_s}.$$

The lower limit is strict because the positive ground-state orbital of $h_s$ is nondegenerate. The ground state dissociates into two neutral atoms whose densities decay with distance. For fixed $L$, the slab empties as $R\to\infty$, so $N_s\to0$ and $g\to0$. No approximation to the exchange-correlation functional has entered.

At $R=10$ bohr, a full configuration-interaction density in a finite basis gives $N_s=1.713\times10^{-3}$ for $L=2$ bohr. In units where $\hbar^2/(m\,\mathrm{bohr}^2)$ is one hartree,

$$g\le\frac{2}{2^2}\cdot\frac{1.713\times10^{-3}}{2-1.713\times10^{-3}}\ \text{hartree}\approx4.3\times10^{-4}\ \text{hartree}.$$

Minimizing over a set of 100 odd functions with the same density gives $2.9\times10^{-4}$ hartree. This is again an upper bound for that density. It and the values of $g$ in the table below are minima of this kind, used as estimates of $g$.

### How fast it closes in a model

Take the density of two undistorted hydrogen atoms, with $a_0$ the Bohr radius and $r_A,r_B$ the distances to the protons:

$$n=\frac{1}{\pi a_0^3}\left(e^{-2r_A/a_0}+e^{-2r_B/a_0}\right).$$

In the coordinates $\xi=(r_A+r_B)/R$ and $\eta=(r_A-r_B)/R$ we have $r_{A,B}=R(\xi\pm\eta)/2$, so

$$n=\frac{2}{\pi a_0^3}e^{-R\xi/a_0}\cosh(R\eta/a_0).$$

With $\theta$ the angle about the axis, the volume element is $(R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\theta$. For a function of $\eta$ alone,

$$|\nabla f|^2=\frac{4}{R^2}\frac{1-\eta^2}{\xi^2-\eta^2}\,f'(\eta)^2.$$

The factors $\xi^2-\eta^2$ cancel. The angle gives $2\pi$, and $\int_1^\infty e^{-R\xi/a_0}d\xi=(a_0/R)e^{-R/a_0}$. Hence

$$\int n|\nabla f|^2d^3r=\pi R\cdot\frac{2}{\pi a_0^3}\cdot\frac{a_0}{R}e^{-R/a_0}J=\frac{2}{a_0^2}e^{-R/a_0}J,$$

$$J=\int(1-\eta^2)\cosh(R\eta/a_0)\,f'^2\,d\eta.$$

Let $f$ rise from $-1$ to $1$ between $-\eta_0$ and $\eta_0$, with $\eta_0<1$ fixed, and stay constant outside. The Cauchy-Schwarz inequality gives $(\int f'd\eta)^2=4\le JK$, where

$$K=\int_{-\eta_0}^{\eta_0}\frac{d\eta}{(1-\eta^2)\cosh(R\eta/a_0)}.$$

Equality holds when $(1-\eta^2)\cosh(R\eta/a_0)f'$ is constant. At large $R$ the integrand is concentrated near $\eta=0$, so $1-\eta^2$ may be replaced by one. With $\int_{-\infty}^{\infty}dx/\cosh x=\pi$ this gives $K\approx\pi a_0/R$ and $J\approx4R/(\pi a_0)$. Since $f^2$ is close to one wherever the density is appreciable, $\int nf^2d^3r\to2$. The trial energy is

$$\frac{\hbar^2}{2m}\cdot\frac12\cdot\frac{2}{a_0^2}e^{-R/a_0}\cdot\frac{4R}{\pi a_0}=\frac{2}{\pi}\frac{\hbar^2}{ma_0^2}\frac{R}{a_0}e^{-R/a_0}.$$

This is an upper bound at leading order. It is also the expected limit of $g$, because the chosen $f$ satisfies $\nabla\cdot(n\nabla f)=0$ between the atoms. That is the eigenvalue equation $-(\hbar^2/2m)\nabla\cdot(n\nabla f)=g\,nf$ with its exponentially small right-hand side dropped. Numerically, the model gap divided by this law is 0.975 at 10 bohr and 0.987 at 14 bohr. Direct diagonalization in the model's potential gives the same gap at 10 bohr as the density formula, $2.82\times10^{-4}$ hartree.

The model potential $v_s$ has a barrier between the atoms, which favours a small gap. At the midpoint $\nabla n=0$, so $\nabla^2\varphi/\varphi=\nabla^2n/(2n)$. Each exponential obeys $\nabla^2e^{-2r/a_0}=(4/a_0^2-4/(a_0r))e^{-2r/a_0}$. With $r=R/2$ and $\varepsilon_H=-\hbar^2/(2ma_0^2)$,

$$v_s(0)=\frac{\hbar^2}{2ma_0^2}\left(-1+2-\frac{4a_0}{R}\right)=\frac{\hbar^2}{2ma_0^2}\left(1-\frac{4a_0}{R}\right).$$

At 10 bohr this is 0.30 hartree, well above the level at $-0.50$ hartree. A barrier weakens tunnelling between equal wells, but here it sets only the prefactor. The splitting of the two lowest levels of H₂⁺, whose potential has no such peak, stays about 2.3 to 2.4 times the model gap between 6 and 14 bohr. The exponential closing comes from the decay of the orbital between the atoms.

### The fundamental gap stays open

At large $R$, removing an electron leaves H + H⁺, and adding one leaves H + H⁻. The extra electron or hole may be shared symmetrically by the two atoms, but the energy gained by sharing vanishes with distance. Thus

$$I\to E_{\rm H}-2E_{\rm H}=-E_{\rm H},$$

$$A\to2E_{\rm H}-\left(E_{\rm H}+E_{{\rm H}^-}\right)=E_{\rm H}-E_{{\rm H}^-}.$$

For fixed nuclei $E_{\rm H}=-0.5$ hartree. A variational calculation with explicit dependence on the interelectronic distance gives $E_{{\rm H}^-}=-0.52770$ hartree. Therefore $A\to-0.50000+0.52770=0.02770$ hartree, and

$$I-A\to0.50000-0.02770=0.47230\ \text{hartree}=12.85\ \text{eV}.$$

Because the energy of H⁻ is a variational upper bound, this value of $I-A$ is also an upper bound. Enlarging the expansion by its last order changed the energy by $5\times10^{-5}$ hartree.

The following values at finite $R$ come from full configuration interaction in the s functions and two outer p functions of aug-cc-pVTZ. Distances are in bohr, energies in hartree.

| $R$ | $I$ | $A$ | $I-A$ | $g$ |
|---:|---:|---:|---:|---:|
| 4 | 0.4699 | 0.0306 | 0.4394 | $6.1\times10^{-2}$ |
| 6 | 0.4889 | 0.0357 | 0.4531 | $9.8\times10^{-3}$ |
| 8 | 0.4974 | 0.0311 | 0.4662 | $1.7\times10^{-3}$ |
| 10 | 0.4993 | 0.0285 | 0.4708 | $2.9\times10^{-4}$ |
| 14 | 0.4998 | 0.0264 | 0.4734 | $5\times10^{-6}$ |

In this basis the separated-atom limit of $I-A$ is 0.4743 hartree, 0.0020 hartree above the more accurate value. This is why the last row exceeds 0.4723. The last value of $g$ is also less certain than the others. It lies below the model's $7.3\times10^{-6}$ hartree, whereas the earlier values lie above the model. The cause is that this basis reproduces the thin density at the midplane poorly: for a single hydrogen atom it gives 1.09 times the exact density at 5 bohr but only 0.67 times at 7 bohr. A larger basis of 13 s and 4 p functions per atom gives $g=7.3\times10^{-6}$ hartree at 14 bohr and $2.8\times10^{-4}$ hartree at 10 bohr, both within half a percent of the model.

### What a better functional would change

A restricted PBE calculation at 10 bohr gives $\varepsilon_H=-0.2399$ hartree and a gap of $1.0\times10^{-3}$ hartree. There is a real functional error here: as shown below, the exact $-\varepsilon_H$ equals $I$, which is 0.499 hartree. Yet replacing PBE by the exact functional would reduce the eigenvalue gap to about $3\times10^{-4}$ hartree, slightly farther from $I-A=0.471$ hartree. Correcting the potential at fixed electron number does not open this gap.

## The general statement

Consider a finite system in a fixed external potential $v$, with integer electron number $N$. Assume that:

- the energies are convex, $E(M-1)-E(M)\ge E(M)-E(M+1)$ for every integer $M$ concerned;
- the ground-state density at electron number $N$ is unique;
- the $N+1$ electron system and the lowest unoccupied orbital are bound;
- the densities considered have Kohn-Sham potentials, and these have limits as the electron number approaches $N$ from either side.

Then the exact theory obeys

$$I-A=g+\Delta_{xc},$$

where $\Delta_{xc}$ is the constant by which $v_{xc}$ jumps when the electron number passes upward through $N$. The gap $g$ is evaluated in the potential reached from below.

### Proof

**Energy at fractional number.** An open system with mean number $N+\delta$, $0<\delta<1$, is a mixture of states with integer numbers $M$ and weights $p_M$, where $\sum_Mp_M=1$ and $\sum_Mp_MM=N+\delta$. Let $\ell(M)$ be the straight line through $E(N)$ and $E(N+1)$. Convexity gives $E(M)\ge\ell(M)$ at every integer. Since $\ell$ is linear,

$$\sum_Mp_ME(M)\ge\sum_Mp_M\ell(M)=\ell(N+\delta).$$

Mixing just $N$ and $N+1$ attains equality, so

$$E(N+\delta)=(1-\delta)E(N)+\delta E(N+1).$$

The slope above $N$ is $E(N+1)-E(N)=-A$. The same argument below $N$ gives the slope $E(N)-E(N-1)=-I$.

For H₂ at 10 bohr, minimizing over all mixtures of zero to three electrons gives slopes of $-0.4993$ and $-0.0285$ hartree, equal to $-I$ and $-A$ in the table. Since the same energies enter both, this checks only that mixing neighbouring integers is the lowest choice near two electrons.

**Slope and eigenvalue.** For fractional number, let the Kohn-Sham orbitals $\phi_i$ have occupations $f_i$, of which the highest may be fractional. The density is $n=\sum_if_i|\phi_i|^2$, and the energy is

$$E=\sum_if_i\langle\phi_i|-\tfrac{\hbar^2}{2m}\nabla^2|\phi_i\rangle+\int vn\,d^3r+E_{\rm Hartree}[n]+E_{xc}[n].$$

Changing the orbitals at fixed occupations gives

$$\delta E=\sum_if_i\left(\langle\delta\phi_i|h_s|\phi_i\rangle+\text{c.c.}\right)=\sum_if_i\varepsilon_i\,\delta\langle\phi_i|\phi_i\rangle=0,$$

because the orbitals stay normalized. When the highest occupation $f_k$ changes, only the explicit dependence therefore contributes:

$$\frac{dE}{dN}=\frac{\partial E}{\partial f_k}=\langle\phi_k|h_s|\phi_k\rangle=\varepsilon_k.$$

Here the additive constant in $v_{xc}$ is fixed, because the density is allowed to change its integral. Comparison with the slopes gives $\varepsilon_k=-I$ just below $N$ and $\varepsilon_k=-A$ just above it. The first relation is $\varepsilon_H=-I$.

**The jump.** As $\delta\to0$ from either side, the density tends to the same $N$-electron density. A density determines its Kohn-Sham potential up to a constant, so in any fixed region the two limiting potentials can differ by a constant $C$ at most. The external potential is unchanged and the Hartree potential is continuous in the density. Thus $C$ belongs to $v_{xc}$, and $C=\Delta_{xc}$.

A uniform shift changes eigenvalues but not orbitals. The level that begins to fill above $N$ is therefore $\varepsilon_L+\Delta_{xc}$, which gives

$$\varepsilon_L+\Delta_{xc}=-A,\qquad\varepsilon_H=-I.$$

Subtraction yields $I-A=\varepsilon_L-\varepsilon_H+\Delta_{xc}=g+\Delta_{xc}$, as stated.

For H₂ at 10 bohr, $\Delta_{xc}=0.4708-0.0003=0.4705$ hartree, or 99.94% of $I-A$. As $R\to\infty$, $g\to0$ and the share tends to one.

For a semilocal functional such as PBE, $v_{xc}$ at a point depends on the density and its derivatives there. Evaluated directly on the density at fractional electron number, it has no constant jump in a fixed region when that density changes continuously, so its $\Delta_{xc}$ is zero. This is a failure of the approximate functional, but it appears when the electron number changes. Wherever the exact $\Delta_{xc}$ is nonzero, as in stretched H₂, the eigenvalue gap at fixed $N$ would not equal $I-A$ even if that failure were cured.

## What the jump looks like

Take the atoms far apart first, and then let the total number be $2+\delta$. The even orbital holds two electrons and the odd one holds $\delta$. Near either atom both are proportional to the same atomic orbital, so the local density $n_a$ is proportional to the square of that orbital. Inverting the Kohn-Sham equation as before gives

$$v_s=\varepsilon+\frac{\hbar^2}{2m}\frac{\nabla^2\sqrt{n_a}}{\sqrt{n_a}}.$$

Each atom has $\delta/2$ extra electron. Far away, the slowly decaying tail of H⁻ dominates, with $\sqrt{n_a}\propto e^{-\kappa r}/r$ and $\kappa=\sqrt{2mA}/\hbar$. For this tail $\nabla^2\sqrt{n_a}/\sqrt{n_a}=\kappa^2$. The condition $v_s\to0$ then requires $\varepsilon=-\hbar^2\kappa^2/2m=-A$.

Near the nucleus, for small $\delta$, the hydrogen density still dominates. There $\sqrt{n_a}\propto e^{-r/a_0}$, whose Laplacian divided by itself is $1/a_0^2-2/(a_0r)$. Thus

$$v_s=-A+\frac{\hbar^2}{2ma_0^2}-\frac{\hbar^2}{ma_0r}=-\frac{e^2}{4\pi\epsilon_0r}+(I-A),$$

where $\hbar^2/(ma_0)=e^2/(4\pi\epsilon_0)$ and $I=\hbar^2/(2ma_0^2)$ were used. The hydrogenic well is lifted by $I-A$.

A model density with this tail shows the shift numerically: $n_a=e^{-2r/a_0}/(\pi a_0^3)+(\delta/2)\,c\,[(1-e^{-r/a_0})e^{-\kappa r}/r]^2$, with $c$ normalizing the added term to one electron. At 1 bohr from the nucleus it is 0.4726 hartree for $\delta=10^{-2}$ and 0.4723 hartree for $\delta=10^{-8}$. The edge, defined as the first radius beyond the maximum of $v_s$ at which $v_s$ falls below half of $I-A$, moves from 6.7 to 17.5 bohr. These radii belong to this model: halving or doubling the decay constant in the inner factor $1-e^{-r/a_0}$ moves them by a few tenths of a bohr, while the height at $\delta=10^{-8}$ stays at 0.4723 hartree. The added charge tends to zero, but the shift keeps its height and covers a growing region.

The order of limits matters for this picture. At fixed $R$, letting $\delta\to0$ first gives a plateau that covers the whole molecule, with height $I-A-g$. Since $g\to0$, both orders lead to the same height at large separation. The example fixes $\Delta_{xc}$ for stretched H₂; it does not determine how a measured gap divides between $g$ and $\Delta_{xc}$ in a particular solid.

## Computed values

```
Separated atoms, Hylleraas expansion for H-
E(H-), order 4: -0.527651 hartree
E(H-), order 5: -0.527704 hartree
I(H) = 0.50000 hartree, A(H) = 0.02770 hartree
limit of I-A: 0.47230 hartree = 12.852 eV
Same limit in the Gaussian basis
E(H) = -0.49982, E(H-) = -0.52530 hartree
limit of I-A in basis: 0.47434 hartree
H2, full CI: R in bohr, energies in hartree
   R       I        A      I-A     KS gap   Delta_xc
  4.0  0.46992  0.03056  0.43936 6.123e-02  0.37813
  6.0  0.48885  0.03571  0.45313 9.812e-03  0.44332
  8.0  0.49735  0.03110  0.46624 1.725e-03  0.46452
 10.0  0.49927  0.02847  0.47080 2.943e-04  0.47051
 14.0  0.49976  0.02635  0.47340 5.106e-06  0.47340
Slab of width 2 bohr: R, electrons inside, gap bound (hartree)
  4.0 3.178e-01 9.448e-02
  6.0 5.666e-02 1.458e-02
  8.0 1.002e-02 2.518e-03
 10.0 1.713e-03 4.285e-04
 14.0 2.991e-05 7.477e-06
Delta_xc share of I-A at 10 bohr: 99.937 percent
Two-atom model density: R, KS gap, asymptotic law (hartree), ratio
  4.0 4.9617e-02 4.6640e-02 1.0638
  6.0 9.2584e-03 9.4681e-03 0.9779
  8.0 1.6548e-03 1.7085e-03 0.9685
 10.0 2.8183e-04 2.8902e-04 0.9751
 14.0 7.3129e-06 7.4111e-06 0.9867
Direct diagonalization, model: R, HOMO, LUMO, gap (hartree)
  6.0 -0.5000000 -0.4907416 9.2584e-03
 10.0 -0.5000000 -0.4997182 2.8183e-04
model v_s at midpoint, R = 10 bohr: 0.3000 hartree
dE/dN below N=2, R = 10 bohr: -0.49927 hartree
dE/dN above N=2, R = 10 bohr: -0.02847 hartree
tail constant kappa: 0.2354 per bohr
Potential jump: delta, shift at 1 bohr (hartree), edge (bohr)
1e-02 0.47261 6.74
1e-04 0.47230 10.65
1e-08 0.47230 17.46
PBE HOMO, LUMO at 10 bohr: -0.23990, -0.23886 hartree
PBE KS gap at 10 bohr: 1.035e-03 hartree
```
